# Second-layer nucleation on growing islands with strong step-edge barriers

**Q.** An island one atom high grows while atoms keep landing on top of it. At some moment a second layer nucleates there. You want the probability that this has happened by the time the island has radius $R$. Which process are you describing?

**A.** A compact circular island on a surface with deposition rate $F$ per site. Adatoms diffuse on top with coefficient $D$ and descend at the edge with difficulty. Two adatoms that meet form a stable, immobile dimer, which is the second-layer nucleus. Nothing evaporates. Lengths are in lattice spacings and areas in sites, so one atom occupies unit area.

The edge is described by a coefficient $k$: the outward flux per unit edge length is $k$ times the adatom density at the edge. A strong barrier means a small $k$, in a sense that the calculation must supply.

**Q.** Is $k$ simply the hopping rate over the edge?

**A.** Not quite. Let $k_b$ be the descent rate per edge bond on a square lattice. A large disc has about $2R$ rows, each with two end bonds, and about $2R$ columns, each with two more. That makes $8R$ bonds, whereas the perimeter is $2\pi R$. For a uniform density $n$ the total outflow is

$$8R\,k_b\,n=2\pi R\,k\,n,\qquad\text{so}\qquad k=\frac{4}{\pi}k_b .$$

A lattice disc of 1313 sites has 164 edge bonds, against $8R=163.55$ and $2\pi R=128.45$.

**Q.** Then take the steady adatom density $n$ and a nucleation rate of order $Dn^2$ per site. Why do anything else?

**A.** Because that rate fails here, and showing why requires the residence time. Let atoms land uniformly on an island of fixed radius, and neglect their encounters. The steady density obeys

$$\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)=-F,\qquad -D\,n'(R)=k\,n(R).$$

One integration gives $r n'=-Fr^2/(2D)$, with no constant because the density is regular at the centre. Hence $n'=-Fr/(2D)$. The edge condition becomes $FR/2=k\,n(R)$, and a second integration gives

$$n(r)=\frac{FR}{2k}+\frac{F(R^2-r^2)}{4D}.$$

The mean number of atoms present is the landing rate $a=\pi R^2F$ times the mean residence time $\tau$, since each past landing contributes its probability of still being there. Therefore

$$\tau=\frac{1}{\pi R^2F}\int_0^R n\,2\pi r\,dr .$$

The first term of $n$ is constant and contributes $R/(2k)$. For the second, $\int_0^R(R^2-r^2)\,2\pi r\,dr=\pi R^4/2$, so

$$\tau=\frac{R}{2k}+\frac{R^2}{8D}.$$

The second part is smaller than the first by the factor $kR/(4D)$. When this is small, the density is nearly uniform and $\tau\simeq R/(2k)$. An atom then spreads over the island long before it leaves, so its escape rate is constant: edge length times $k$ divided by area, $2\pi Rk/(\pi R^2)=2k/R$.

**Q.** And the failure of $Dn^2$?

**A.** Insert $n=FR/(2k)$. The mean-field rate for the whole island, with a numerical capture factor set to one, is

$$\pi R^2D n^2=\frac{\pi DF^2R^4}{4k^2}.$$

For independent adatoms, the probability of finding two on the island is $(a\tau)^2/2$ when $a\tau$ is small. Since $n=a\tau/(\pi R^2)$, the same rate can be written

$$\pi R^2Dn^2=\frac{(a\tau)^2}{2}\,\frac{2D}{\pi R^2}.$$

It thus assigns each pair an encounter rate $2D/(\pi R^2)$. A pair loses one member at rate $2\times2k/R=4k/R$, so it coexists for $R/(4k)$. The number of encounters counted per pair is

$$\frac{2D}{\pi R^2}\,\frac{R}{4k}=\frac{D}{2\pi kR},$$

which is large for a strong barrier. But the first encounter makes a dimer, and the later ones never happen. Mean field counts them all as nucleation events.

**Q.** So you will count pairs instead of encounters. That assumes every pair meets before one atom descends. Why should it?

**A.** It is a condition, and it can be estimated. Replace one atom by a trap of unit radius at the island centre and give the other the relative diffusion coefficient $D_r=2D$. Close the edge. The density method again gives the mean time. With $g=n/F$,

$$\frac{D_r}{r}(rg')'=-1,\qquad g(1)=0,\quad g'(R)=0 .$$

The first integration, with zero flux at $R$, gives $rg'=(R^2-r^2)/(2D_r)$. The second gives

$$g(r)=\frac{1}{2D_r}\left[R^2\ln r-\frac{r^2-1}{2}\right].$$

The mean trapping time is the area average of $g$. For $R\gg1$, the average of $\ln r$ is $\ln R-\tfrac12$ and that of $r^2/2$ is $R^2/4$. Thus

$$t_{\rm meet}\simeq\frac{R^2}{2D_r}\left(\ln R-\frac34\right)=\frac{R^2}{4D}\left(\ln R-\frac34\right).$$

Multiplying by the loss rate $4k/R$ gives the parameter that must be small:

$$\frac{kR}{D}\left(\ln R-\frac34\right)\ll1 .$$

**Q.** Real atoms both move, and neither sits at the centre. How far do you trust the estimate?

**A.** As an order of magnitude. A stricter check uses a lattice disc of 69 sites and keeps every configuration of one and two adatoms. It computes the mean time to the first dimer, without assuming that pairs meet, and multiplies it by the nucleation rate expected if they all do. The landing rate is kept so low that only about $10^{-3}$ atoms are on top on average; this finite occupation adds $0.002$, so the product should approach $1.002$ for strong barriers. It is 1.65 at $k_b/D=0.1$, 1.10 at $0.01$ and 1.003 at $10^{-4}$.

At $k_b/D=0.01$ the trap parameter is about $0.05$, while the computed delay is about $0.10$. The estimate identifies the regime but is too low by a factor of about two on this small disc. The shortfall shrinks only slowly with size: the factor is still about 1.5 at $R=20$. On this disc, pair counting predicts nucleation too early when the barrier is weaker.

**Q.** Suppose pairs do meet. What is the nucleation rate at fixed radius?

**A.** The top is either empty or holds one atom. Let $T_0$ and $T_1$ be the mean times to nucleation from these states. From the empty state one waits $1/a$ for a landing. From the occupied state, a landing at rate $a$ completes the process, while descent at rate $1/\tau$ empties the island:

$$T_0=\frac1a+T_1,\qquad \left(a+\frac1\tau\right)T_1=1+\frac{T_0}{\tau}.$$

Substitute $T_1=T_0-1/a$ into the second equation:

$$\left(a+\frac1\tau\right)T_0-1-\frac{1}{a\tau}=1+\frac{T_0}{\tau}.$$

The terms $T_0/\tau$ cancel, leaving

$$T_0=\frac1a\left(2+\frac1{a\tau}\right)=\frac{1+2a\tau}{a^2\tau}.$$

If the top is rarely occupied, $a\tau\ll1$, the rate is

$$\Omega=a^2\tau=(\pi R^2F)^2\frac{R}{2k}=\frac{\pi^2F^2R^5}{2k}.$$

This reads directly: atoms arrive at rate $a$, and each has probability $a\tau$ of being joined by another before it leaves. The mean-field rate is $\Omega$ multiplied by $D/(2\pi kR)$, the number of encounters per pair that mean field counts with its capture factor set to one; the actual number of lattice contacts has the same scaling but a larger prefactor.

**Q.** The island is growing. You cannot leave $R$ fixed.

**A.** Let the island collect every atom that lands in a constant capture area $A$. Those landing beside it attach to its edge; those landing on top descend and attach too. Each adds unit area:

$$\frac{d(\pi R^2)}{dt}=FA,\qquad\text{so}\qquad dt=\frac{2\pi R\,dR}{FA}.$$

This requires $R<\sqrt{A/\pi}$, and it fails earlier if the island touches a neighbour. I start from negligible radius.

Let $S=1-P$ be the probability that no nucleus has formed. An island without a nucleus acquires one at rate $\Omega$, so $dS/dt=-\Omega S$. Dividing by $S$ and changing the variable to $R$,

$$-d\ln S=\Omega\,dt=\frac{\pi^2F^2R^5}{2k}\,\frac{2\pi R\,dR}{FA}=\frac{\pi^3F}{kA}R^6\,dR .$$

Integrating from zero, where $S=1$, gives $-\ln S=\pi^3FR^7/(7kA)$. Hence

$$P(R)=1-\exp\left[-\left(\frac R{R_c}\right)^7\right],\qquad R_c^7=\frac{7kA}{\pi^3F}.$$

**Q.** Seven is a remarkable power. Where does it come from, and do the dimensions work?

**A.** Two landings supply $R^4$, the residence time supplies $R$, the slowing of radial growth supplies $R$, and integration supplies the last power. As for dimensions, the growth law used unit area per atom. With a lattice spacing $\ell$ restored, its right side is $\ell^2FA$, and $R_c^7=7kA\ell^2/(\pi^3F)$. Here $k$ is a velocity and $F$ a rate per area, so the right side is a length to the seventh power.

**Q.** You used a stationary rate for a moving radius, and you assumed rare occupation. Are these independent restrictions?

**A.** Near $R_c$ they are linked. First, with $a\tau=\pi FR^3/(2k)$ and $F/k=7A/(\pi^3R_c^7)$,

$$\varepsilon\equiv(a\tau)_{R_c}=\frac{7A}{2\pi^2R_c^4}.$$

Second, the relative change of radius during one residence time is $\tau\,(dR/dt)/R$. Since $dR/dt=FA/(2\pi R)$,

$$\frac{R}{2k}\,\frac{FA}{2\pi R^2}=\frac{FA}{4\pi kR}.$$

At $R_c$ this equals $7A^2/(4\pi^4R_c^8)=\varepsilon^2/7$. If occupation is rare, the growth lag is smaller still. The strong-barrier condition is separate, because it involves $D$.

**Q.** Put in numbers.

**A.** Take round model parameters, attached to no material: $F=0.01$ per site per second, $k=2\times10^4$ and $D=10^8$ in lattice units per second, and $A=3000$ sites. Then

$$R_c^7=\frac{7(2\times10^4)(3000)}{\pi^3(0.01)}=1.355\times10^9,\qquad R_c=20.2 .$$

The coverage at that radius is $\pi R_c^2/A=0.43$, reached after $0.43/0.01\simeq43$ s. The geometrical limit $\sqrt{A/\pi}=30.9$ lies well above, but it corresponds to full coverage; on a surface with unevenly spaced islands, neighbours may already touch at coverages like these, and the model then no longer applies.

At $R_c$ an atom lands on top every $0.078$ s and stays for $5.0\times10^{-4}$ s. The ratio of these times is $\varepsilon=0.0064$. The strong-barrier parameters are $kR_c/(4D)=0.0010$ and, for meeting, $0.009$. The trap estimate is low, as seen above: about $0.014$ of the pairs on a disc of this size lose an atom before meeting. All the conditions hold, to one or two percent.

The number of atoms expected to land on top before $R_c$ is

$$M=\int a\,dt=\int_0^{R_c}\pi R^2F\,\frac{2\pi R\,dR}{FA}=\frac{\pi^2R_c^4}{2A}=\frac{7}{4\varepsilon}\simeq270 .$$

Hundreds of atoms land and nearly all leave alone. Nucleation depends on a rare coincidence among many attempts.

**Q.** Does the formula survive a calculation that follows the growing island?

**A.** Two such calculations test it. The first integrates the master equation for the empty and occupied states while $R$ grows, without assuming $a\tau\ll1$. The second simulates 20,000 islands, with individual landings and descents and growth by whole atoms. Both assume that coexisting atoms meet; the two-walker calculation examined that assumption separately, on a small disc.

| $R$ | Formula | Master equation | Simulation |
|---|---|---|---|
| 16 | 0.180 | 0.179 | 0.183 |
| 20 | 0.611 | 0.608 | 0.613 |
| 25 | 0.989 | 0.988 | 0.989 |

**Q.** The master equation lies slightly below your formula. Is that numerical noise?

**A.** No, it is the first effect of finite occupation. To first order in $a\tau$, the result for $T_0$ reduces the rate to $\Omega(1-2a\tau)$. Put $x=R/R_c$, so that $a\tau=\varepsilon x^3$ and $\Omega\,dt=d(x^7)=7x^6dx$. The exponent becomes

$$-\ln S\simeq x^7-2\varepsilon\int_0^x 7y^9\,dy=x^7-\frac75\varepsilon x^{10}.$$

The probability therefore falls by $\tfrac75\varepsilon x^{10}e^{-x^7}$. At $R=20$ this is $0.003$, the difference in the table. Pairs that fail to meet, which the master equation and the simulation both ignore, lower $P$ by a further amount of similar size. The simulation cannot resolve it reliably: its standard sampling error reaches about $0.0035$ where $P$ is near one half.

**Q.** What happens when occupation is not rare?

**A.** The formula overestimates nucleation. With $k/F=1000$ and the same $A$, one finds $R_c=6.8$ and $\varepsilon=0.50$. At this radius the formula gives $P=0.63$, while the master equation gives $0.45$. At fixed radius the mean time found above is $T_0=1/(a^2\tau)+2/a$. The rate $a^2\tau$ keeps only the first term. It drops $2/a$, the mean wait for the two landings that are needed even if no atom leaves.

The extreme case, $k\to0$, is solvable. No atom leaves, so the second landing on top completes a nucleus, provided the atoms meet quickly. To leading order in the few atoms missing from the edge, growth is unchanged and the landings form a Poisson process with mean $M(R)=\pi^2R^4/(2A)$. No nucleus exists if there have been zero or one landings:

$$P_{k\to0}(R)=1-(1+M)e^{-M}.$$

The characteristic radius now scales as $A^{1/4}$ and depends on neither $k$ nor $F$. The seventh-power law would send $R_c$ to zero instead. It requires $R_c$ to lie well above this $A^{1/4}$ scale, which is the condition $\varepsilon\ll1$ again.

**Q.** Is $R_c$ the typical radius at nucleation?

**A.** It is the radius at which $P=1-e^{-1}\simeq0.63$. Setting $P=\tfrac12$ gives the median, $R_c(\ln2)^{1/7}=19.1$. For the moments, let $X=(R/R_c)^7$ at the nucleation event. Since the probability of exceeding $X$ is $e^{-X}$, its density is also $e^{-X}$, and

$$\langle R^m\rangle=R_c^m\int_0^\infty X^{m/7}e^{-X}dX=R_c^m\,\Gamma\left(1+\frac m7\right).$$

The mean is $R_c\Gamma(8/7)=18.9$ and the standard deviation is $R_c[\Gamma(9/7)-\Gamma(8/7)^2]^{1/2}=3.2$. The simulation gives 18.8 and 3.2. Extending the integral to infinity is harmless here: at $R=30.9$ the exponent is already about 20.

**Q.** A relative width of 17 percent is not a sharp threshold. Can one still infer $k$ from observed islands?

**A.** Yes, for islands with the same known $A$ and $F$, but the measured base radius is not the $R$ to use. Once a second layer exists behind a strong barrier, it keeps nearly all the atoms that land on top, and the base grows more slowly than the growth law says. Use instead the radius an island would have without a second layer, $R=\sqrt{FAt/\pi}$ after deposition time $t$. Fit the fraction of islands with a second layer at several times to $P(R)$, then invert the formula:

$$k=\frac{\pi^3F R_c^7}{7A}.$$

The high power now works against us. For small errors, $\delta k/k=7\,\delta R_c/R_c$ at fixed $A$ and $F$, so a 1 percent error in $R_c$ means about 7 percent in $k$; an $R_c$ that is 5 percent too large or too small gives a $k$ that is 41 percent too large or 30 percent too small. Conversely, a tenfold increase of $k$ raises $R_c$ by a factor of only $10^{1/7}=1.39$.

The inference also inherits the model. If dimers dissociate so readily that a pair often loses an atom over the edge before a third one lands, two atoms are not enough and the rate $\Omega$ must be replaced. If $A$ changes during growth, it must remain inside the integral over $R$. And if a change of $F$ also changes the island spacing, $A$ changes with it, so $R_c\propto F^{-1/7}$ holds only at fixed capture area. The numerical output below gives the remaining radii and the separate checks of the residence and trapping times.

## Numbers as computed

```
Deposition rate F = 0.01 per site per s
Descent coefficient k = 2e+04 spacings per s
Diffusion coefficient D = 1e+08 spacings^2 per s
Capture area A = 3000 sites
Largest radius sqrt(A/pi) = 30.90 spacings
Rc^7 = 1.3546e+09 spacings^7
Critical radius Rc = 20.162 spacings
Coverage at Rc = 0.4257 monolayers
Time to reach Rc = 42.57 s
Landing interval on top at Rc = 0.0783 s
Residence time R/(2k) at Rc = 5.0406e-04 s
Nucleation rate Omega at Rc = 0.0822 per s
Occupation parameter at Rc = 0.00644
Same from 7A/(2 pi^2 Rc^4) = 0.00644
Barrier parameter kR/(4D) at Rc = 0.00101
Meeting parameter (kR/D)(ln R - 3/4) at Rc = 0.00909
Residence, R=20 k=0.2 D=1: numeric 100.000, formula 100.000 (time units 1/D)
Trapping, R=20 D=1: numeric 225.39, formula 224.57 (time units 1/D)
Lattice disc: 1313 sites, R = 20.444 spacings
Edge bonds 164, 8R = 163.55, 2 pi R = 128.45
Lattice residence, k_b/D=0.001: 8055.0, formula 8080.4 (time units 1/D)
Two-walker disc: 69 sites, 36 edge bonds, R = 4.687 spacings
k_b/D = 0.1: mean time x site-count rate = 1.6466
k_b/D = 0.01: mean time x site-count rate = 1.0966
k_b/D = 0.0001: mean time x site-count rate = 1.0030
k_b/D = 0.0001: mean time x continuum Omega = 0.9631
Simulated islands = 20000
R = 12 spacings: P law 0.0261, master 0.0261, simulation 0.0276
R = 16 spacings: P law 0.1798, master 0.1790, simulation 0.1832
R = 18 spacings: P law 0.3636, master 0.3618, simulation 0.3632
R = 20 spacings: P law 0.6113, master 0.6081, simulation 0.6129
R = 22 spacings: P law 0.8414, master 0.8380, simulation 0.8439
R = 25 spacings: P law 0.9890, master 0.9881, simulation 0.9890
Median radius: law 19.134, simulation 19.133 spacings
Mean radius: law 18.861, simulation 18.841 spacings
Standard deviation: law 3.169, simulation 3.181 spacings
Rc factor for tenfold k/F at fixed A = 1.3895
Low-k case: k/F = 1000, Rc = 6.807 spacings
Low-k occupation parameter at Rc = 0.4955
Low-k P at Rc: law 0.6321, master 0.4463
```
